\section*{Number-Averaged Auger Decay of a Gaussian Carrier Profile}

\section*{The problem}

A short green light pulse creates electron--hole pairs in a silicon film of thickness $d$. Once the pulse is over and the pairs have evened out through the thickness, their volume density is
\begin{equation}
n(r)=n_0\,e^{-r^2/w^2},
\label{eq:profile}
\end{equation}
where $r$ is the distance from the spot centre in the film plane and $w$ is the radius at which the density has fallen to $1/e$ of its peak. Electrons and holes are equal in number and far outnumber the carriers from doping. In an Auger event one pair recombines and hands its energy to a third carrier, so the loss needs three carriers at one place:
\begin{equation}
\frac{\partial n}{\partial t}=-C\,n^3 .
\label{eq:local}
\end{equation}
The constant $C$ is the sum of the coefficients for an electron and for a hole as third carrier. With $N$ the total number of pairs, the number-averaged decay rate is
\begin{equation}
\Gamma=-\frac{1}{N}\frac{dN}{dt},\qquad N=d\int n\,d^2r .
\label{eq:def}
\end{equation}

\begin{enumerate}
\item[(a)] Show that $\Gamma=C n_0^2/3$ while the profile is (\ref{eq:profile}), and say what the rate $C n_0^2$ describes.
\item[(b)] What densities do the individual carriers see? Why does inserting their mean density into $Cn^2$ give a wrong rate?
\item[(c)] Does lateral diffusion change $\Gamma$ at that instant?
\item[(d)] Evaluate the rates for $n_0=10^{19}\,\mathrm{cm^{-3}}$, $w=100\,\mu\mathrm{m}$, $d=1\,\mu\mathrm{m}$ and $C=4\times10^{-31}\,\mathrm{cm^6/s}$, and judge what the model leaves out.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Integrate the local law over the film before dividing by $N$.
\item The cube of a Gaussian is again a Gaussian. How does its area compare with that of the original?
\item For (b), count the carriers in a thin ring and use $u=n/n_0$ as the variable in place of $r$.
\item For (c), add $D\nabla^2 n$ to the local law and apply the divergence theorem.
\end{enumerate}

\section*{Full solution}

\subsection*{(a) The averaged rate}

Differentiate $N$ under the integral and insert (\ref{eq:local}):
\begin{equation}
\frac{dN}{dt}=d\int\frac{\partial n}{\partial t}\,d^2r=-C\,d\int n^3\,d^2r .
\end{equation}
Division by $-N$ cancels the thickness:
\begin{equation}
\Gamma=C\,\frac{\int n^3\,d^2r}{\int n\,d^2r}
=\frac{\int (Cn^2)\,n\,d^2r}{\int n\,d^2r}.
\label{eq:ratio}
\end{equation}
The second form shows why this is a number average: the local fractional rate $Cn^2$ is weighted by the number of carriers present.

Both integrals are of one type. With $d^2r=2\pi r\,dr$ and $q=r^2$, so that $2r\,dr=dq$,
\begin{equation}
\int e^{-m r^2/w^2}d^2r=\pi\int_0^\infty e^{-mq/w^2}dq=\frac{\pi w^2}{m}.
\end{equation}
The denominator of (\ref{eq:ratio}) has $m=1$ and the numerator has $m=3$, hence
\begin{equation}
\Gamma=C\,\frac{n_0^3\,\pi w^2/3}{n_0\,\pi w^2}=\frac{C n_0^2}{3}.
\label{eq:result}
\end{equation}
The rate $Cn_0^2$ is the fractional decay rate at the spot centre. It would also be the rate of the whole population if the density were $n_0$ throughout a flat disc. In the Gaussian, Auger events are weighted towards the centre: their profile $n^3$ has one third of the effective area of $n$, while the carriers further out still count in $N$.

The width has dropped out. For an elliptical spot, rescaling each axis by its own width multiplies both integrals by the same factor, and a rotation changes neither. A direct sum over a Cartesian grid, for an ellipse with axes in the ratio $1.9$ tilted by $0.4$ rad, gives the factor $0.333333$.

The number of dimensions does matter. In $p$ dimensions each integral is a product of $p$ one-dimensional ones, each proportional to $m^{-1/2}$, so the factor is $3^{-p/2}$: $0.577$ for a profile varying along one direction and $0.192$ for a Gaussian ball. The value $1/3$ therefore relies on a density that does not vary with depth where carriers are present. A smoothly varying depth profile gives a smaller factor relative to the peak rate, for example $0.18$ for a profile $e^{-0.8z/d}$ across the film.

\subsection*{(b) What a carrier sees}

From $u=e^{-r^2/w^2}$ follows $r^2=-w^2\ln u$, so a ring has the area $\pi\,|d(r^2)|=\pi w^2\,du/u$. The number of pairs in it is
\begin{equation}
dN=d\,(n_0u)\,\pi w^2\frac{du}{u}=\pi w^2 d\,n_0\,du .
\label{eq:uniform}
\end{equation}
The factor $u$ cancels: the lower density further out is compensated by the larger area. A carrier picked at random is thus equally likely to see any density between $0$ and $n_0$, and
\begin{equation}
\langle u\rangle=\int_0^1u\,du=\frac12,\qquad
\langle u^2\rangle=\int_0^1u^2\,du=\frac13 .
\end{equation}
The second average is (\ref{eq:result}) again. Inserting the mean density $n_0/2$ into $Cn^2$ gives $Cn_0^2/4$, which is too small because $\langle u^2\rangle-\langle u\rangle^2$ is the variance of $u$, here $1/3-1/4=1/12$. One million random positions drawn from the Gaussian give $\langle u\rangle=0.5002$ and $\langle u^2\rangle=0.3336$; the statistical error of the latter is about $0.0003$.

\subsection*{(c) Diffusion}

With diffusion the local law is $\partial n/\partial t=D\nabla^2n-Cn^3$. The extra contribution to $dN/dt$ is
\begin{equation}
d\,D\int\nabla^2n\,d^2r=d\,D\oint_{r\to\infty}\frac{\partial n}{\partial r}\,dl=0,
\end{equation}
because the gradient of a Gaussian vanishes faster than the circumference grows. Diffusion moves pairs without removing them, so $\Gamma$ at that instant is unchanged. The peak does respond. From
\begin{equation}
\nabla^2n=\frac{1}{r}\frac{\partial}{\partial r}\left(r\frac{\partial n}{\partial r}\right)
=\left(\frac{4r^2}{w^4}-\frac{4}{w^2}\right)n
\end{equation}
the density at $r=0$ falls by diffusion at the fractional rate $4D/w^2$. This lowers the Auger rate at later times.

\subsection*{(d) Numbers for a silicon film}

The number of pairs is
\begin{equation}
N=\pi w^2d\,n_0=\pi\,(10^{-2}\,\mathrm{cm})^2(10^{-4}\,\mathrm{cm})(10^{19}\,\mathrm{cm^{-3}})=3.14\times10^{11}.
\end{equation}
The two rates are
\begin{align}
Cn_0^2&=(4\times10^{-31})(10^{19})^2\,\mathrm{s^{-1}}=40\,\mu\mathrm{s}^{-1},\\
\Gamma&=\tfrac13\,(40\,\mu\mathrm{s}^{-1})=13.3\,\mu\mathrm{s}^{-1},
\end{align}
with inverses of 25 ns and 75 ns. Someone who measures the initial decay of the total number and assumes a uniform density $n_0$ would infer $C/3=1.33\times10^{-31}\,\mathrm{cm^6/s}$, too small by a factor of three.

The parameters are rough typical values for strongly excited, well-passivated silicon at 300 K. The neglected loss channels are small here:
\begin{itemize}
\item Surface recombination at velocity $S=10$ cm/s on both faces gives $2S/d=0.20\,\mu\mathrm{s}^{-1}$.
\item Bulk defects with a lifetime of $10\,\mu$s give $0.10\,\mu\mathrm{s}^{-1}$.
\item Radiative recombination with $B=5\times10^{-15}\,\mathrm{cm^3/s}$ gives the averaged rate $B\langle n\rangle=Bn_0/2=0.025\,\mu\mathrm{s}^{-1}$.
\end{itemize}
Together they add about 2\% to the initial $\Gamma$; their share grows as the density falls and is between 5\% and 6\% after 25 ns. A poorly passivated surface breaks this assumption: at $S=667$ cm/s surface loss equals the averaged Auger rate. So does a lower density. At $n_0=10^{17}\,\mathrm{cm^{-3}}$, with everything else held fixed, $\Gamma$ is $10^4$ times smaller and lies far below the defect rate.

With $D=10\,\mathrm{cm^2/s}$, diffusion lowers the peak at $4D/w^2=0.40\,\mu\mathrm{s}^{-1}$, one hundredth of $Cn_0^2$. For a spot with $w=1\,\mu$m this rate would be $10^4$ times larger and would exceed $Cn_0^2$; the result then holds with the peak density of the moment, not with the initial one. Through the thickness, the slowest non-uniformity decays in $d^2/(\pi^2D)=0.10$ ns, short compared with 25 ns, which supports the assumption of a uniform depth profile.

If all the energy of the absorbed 2.33 eV photons stays at the centre, the lattice warms by about 2.2 K, for a heat capacity of about $1.7\,\mathrm{J/(cm^3\,K)}$. Degeneracy is modest: at $n_0$ the Boltzmann relation between density and Fermi level is off by 13\% for electrons and 12\% for holes, measured by the factor $e^{\eta}$, where $\eta$ is the Fermi level relative to the band edge in units of $kT$. This indicates that the carriers are no longer an ideal classical gas, but does not by itself give the change in $C$. The constancy of $C$ is examined in the second variation.

\section*{Variation 1: the decay at later times}

\emph{Without diffusion, how many pairs survive after a time $t$, and does the factor $1/3$ persist?}

At a fixed point, separating variables in (\ref{eq:local}) gives $d(n^{-2})/dt=-2n^{-3}\,\partial n/\partial t=2C$. A point that starts at density $n_0u$ therefore has
\begin{equation}
n(t)=\frac{n_0u}{\sqrt{1+su^2}},\qquad s=2Cn_0^2t .
\end{equation}
Each initial pair survives with the fraction $1/\sqrt{1+su^2}$. By (\ref{eq:uniform}) the initial pairs are uniformly distributed in $u$, so
\begin{equation}
\frac{N(t)}{N(0)}=\int_0^1\frac{du}{\sqrt{1+su^2}}=\frac{\operatorname{arsinh}\sqrt s}{\sqrt s}=1-\frac s6+\dots
\label{eq:survive}
\end{equation}
The linear term is $-Cn_0^2t/3$, in agreement with (\ref{eq:result}).

After 1 ns, $s=0.08$ and $N/N(0)=0.987$, while the peak has fallen to $0.962$ of $n_0$: the population has lost 1.3\% and the centre 3.8\%. After 25 ns, $s=2$ and
\begin{equation}
\frac{N}{N(0)}=\frac{\operatorname{arsinh}\sqrt2}{\sqrt2}=0.8105 .
\end{equation}
A numerical time integration on 300 concentric rings gives the same value, with a shift of $1.6\times10^{-5}$ from 150 rings. An exponential decay at the fixed initial $\Gamma$ would leave $0.7165$, too few, since the Auger rate drops as the density drops.

To follow the factor, take the logarithmic derivative of (\ref{eq:survive}), with $ds/dt=2Cn_0^2$:
\begin{equation}
\Gamma(t)=Cn_0^2\left[\frac1s-\frac{1}{\sqrt{s(1+s)}\,\operatorname{arsinh}\sqrt s}\right].
\end{equation}
The peak now decays at $Cn_0^2/(1+s)$. The ratio of the two is
\begin{equation}
\frac{\Gamma(t)}{C\,n(0,t)^2}=\frac{1+s}{s}-\sqrt{\frac{1+s}{s}}\,\frac{1}{\operatorname{arsinh}\sqrt s}.
\end{equation}
It starts at $1/3$, is $0.43$ at $s=2$, and approaches $1$ for large $s$, slowly, because the deficit is then about $1/\ln(2\sqrt s)$. The centre burns down faster than the edge, and the profile moves from a Gaussian towards a flat disc. This trend lasts only while diffusion is negligible. For the film of part (d), with diffusion included, the ratio is about $0.5$ at $s=100$, against $0.67$ without it, and has fallen back to about $0.4$ at $s=400$.

Including diffusion changes the surviving fraction at 25 ns from $0.8105$ to $0.8115$; adding the surface, defect and radiative losses of part (d) as well brings it to $0.8060$.

\section*{Variation 2: a coefficient that depends on density}

\emph{Let the coefficient rise towards low density as $C(n)=C_0\,[1+g(1-n/n_0)]$, with $C_0$ its value at the peak. What replaces the factor $1/3$?}

In silicon the attraction between electrons and holes enhances Auger recombination, and screening weakens this enhancement at high density, so $g>0$ is the relevant sign. The linear form is a simple model of that trend. Averaging over the uniform distribution of $u$ gives
\begin{align}
\Gamma&=C_0n_0^2\int_0^1\left[1+g(1-u)\right]u^2\,du\nonumber\\
&=C_0n_0^2\left[\frac{1+g}{3}-\frac g4\right]
=C_0n_0^2\left[\frac13+\frac{g}{12}\right].
\end{align}
For $g=1$, an assumed size for which $C$ doubles between the centre and the dilute edge, the factor is $0.417$, which is 25\% above $1/3$. With $C_0$ held at $4\times10^{-31}\,\mathrm{cm^6/s}$ and no other losses, the surviving fraction at 25 ns falls from $0.8105$ to $0.7610$. This is a larger change than that from diffusion and the other loss channels together. If $g$ is of this size, the density dependence of $C$ therefore matters more for the film of part (d) than the diffusion and extra losses considered there, and it must be allowed for when a measured decay is converted into a coefficient. A weaker dependence matters much less: for $C\propto n^{-0.08}$, with $C_0$ again the value at the peak, the factor is $1/2.92=0.342$, only 3\% above $1/3$. The surviving fraction at 25 ns then falls from $0.8105$ to $0.8041$, a far smaller change than for $g=1$ but still slightly larger than that from diffusion and the other loss channels together.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Peak pair density n0: 1.00e+19 cm^-3
Density 1/e radius w: 100 um; film thickness: 1.0 um
Auger coefficient C: 4.00e-31 cm^6/s; temperature: 300 K
Number of pairs N: 3.142e+11
Peak rate C n0^2: 40.00 1/us
Averaged rate C n0^2/3: 13.33 1/us
Inverse rates, peak and averaged: 25.0 and 75.0 ns
Initial averaged rate from time integration: 13.33 1/us
Apparent C if density is taken as uniform n0: 1.33e-31 cm^6/s
Factor from Cartesian sum, tilted ellipse: 0.333333
Random carriers, mean u and mean u^2: 0.5002 and 0.3336
Factor from squaring the mean density: 0.25
Factor in 1 and 3 dimensions: 0.5774 and 0.1925
After 1 ns: s = 0.080, N/N0 = 0.9871
After 1 ns: peak density / n0 = 0.9623
Reference time 1/(C n0^2): 25.0 ns, s = 2.00
N/N0 at reference time, formula: 0.8105
N/N0 at reference time, simulation: 0.8105
Shift of N/N0 from 150 to 300 cells: 1.6e-05
Peak density / n0 at reference time: 0.5774
N/N0 if the initial averaged rate stayed fixed: 0.7165
Averaged / current peak rate at reference time: 0.4315
Diffusion D: 10 cm^2/s; peak fall 4D/w^2: 0.40 1/us
Vertical evening-out time: 0.10 ns
Surface velocity S: 10 cm/s; rate 2S/d: 0.20 1/us
S at which 2S/d equals averaged Auger rate: 667 cm/s
Bulk lifetime: 10 us; bulk defect rate: 0.10 1/us
Radiative B: 5.0e-15 cm^3/s; averaged rate B n0/2: 0.025 1/us
N/N0 at reference time with diffusion: 0.8115
N/N0 with diffusion, surface, bulk, radiative: 0.8060
Factor if C doubles toward dilute edge: 0.4167
N/N0 at reference time with that C(n): 0.7610
Density-of-states masses, electron and hole: 1.08 and 1.15 m_e
Effective densities of states: 2.82e+19 and 3.09e+19 cm^-3
Reduced Fermi levels at n0: -0.91 and -1.02 kT from band edge
Degeneracy excess of exp(eta): 13.3 and 12.0 percent
Pump photon: 2.33 eV; heat capacity: 1.66 J/(cm^3 K)
Peak lattice heating if all pump energy stays: 2.25 K
\end{verbatim}
